How the Brooks term compares with Hund and Hartree-Fock energies, part 1

(Sections cited here and not found follow in the second part.)

**Q.** Orbital-polarisation calculations add to a spin-density functional an energy −B L²/2 for a d shell and −E³ L²/2 for an f shell, and call it the Brooks term. It is said to follow from the energies of the Hund terms. I doubt that a plain square can come out of term energies, which contain L(L+1). Before any algebra, what is the model, and what is the energy measured from?

**A.** Take n electrons in one shell lⁿ, with N = 2l+1 orbitals R(r)Y_lm per spin and one radial function P(r) = rR(r) for all of them. The Hamiltonian is the Coulomb repulsion alone, with no spin-orbit coupling and no crystal field. Angular momenta are in units of ħ. The one-electron energy is the same for every state of the configuration and is dropped.

With C^k_q = √(4π/(2k+1)) Y_kq, the multipole expansion of the repulsion is

e²/(4πε₀ r₁₂) = e²/(4πε₀) Σ_k (r_<^k / r_>^(k+1)) Σ_q C^k_q(1)* C^k_q(2).

The radial part gives the Slater integrals, in joules,

F^k = e²/(4πε₀) ∬ (r_<^k / r_>^(k+1)) P(r₁)² P(r₂)² dr₁ dr₂,

and the angular part the real Gaunt coefficients c^k(m,m′) = ⟨lm|C^k_(m−m′)|lm′⟩. Parity allows only even k, and the triangle rule k ≤ 2l. Two electrons of the same spin in m and m′ have direct minus exchange energy

E(m,m′) = Σ_k F^k [c^k(m,m) c^k(m′,m′) − c^k(m,m′)²],

which vanishes for m = m′.

The Brooks term is added to a functional that already knows the spin polarisation. So the reference must have the full spin and no orbital preference. I take E_av, the mean energy of all states of lⁿ with maximum spin. For n ≤ N, each maximum-spin multiplet has exactly one member with M_S = S, and these members are spanned by the determinants with all spins up. The question is how E(Hund term) − E_av depends on L.

**Q.** Then the mean energy of a same-spin pair comes first. Can it be had without a table?

**A.** Call it W; in the language of Hubbard models it is U − J. Sum E(m,m′) over the N(N−1)/2 pairs, which is half the unrestricted sum. In the direct part Σ_m c^k(m,m) = N for k = 0 and zero for k > 0, because Σ_m |Y_lm|² is constant on the sphere. In the exchange part, write the square as a double integral and use the addition theorem three times, Σ_m Y_lm(1)*Y_lm(2) = (N/4π) P_l(x) with x the cosine of the angle between the two directions, and Σ_q C^k_q(1)C^k_q(2)* = P_k(x):

Σ_(m,m′) c^k(m,m′)² = ∬ (N/4π)² P_l(x)² P_k(x) dΩ₁ dΩ₂ = N² I_k,  I_k = ½ ∫ P_l² P_k dx.

If P_l² = Σ a_k P_k then I_k = a_k/(2k+1), and I₀ = 1/N from the norm of P_l. The k = 0 terms give ½(N² − N)F⁰, so

W = F⁰ − [N/(N−1)] Σ_(k>0) I_k F^k.

The a_k follow by matching powers from the top. For d, P₂² = (9x⁴ − 6x² + 1)/4, P₄ = (35x⁴ − 30x² + 3)/8 and P₂ = (3x² − 1)/2:

x⁴: (35/8)a₄ = 9/4, a₄ = 18/35
x²: −27/14 + (3/2)a₂ = −3/2, a₂ = 2/7

So I₂ = I₄ = 2/35 and W = F⁰ − (F² + F⁴)/14. For f, P₃² = (25x⁶ − 30x⁴ + 9x²)/4 and P₆ = (231x⁶ − 315x⁴ + 105x² − 5)/16:

x⁶: (231/16)a₆ = 25/4, a₆ = 100/231
x⁴: −375/44 + (35/8)a₄ = −15/2, a₄ = 18/77
x²: 125/44 − 135/154 + (3/2)a₂ = 9/4, a₂ = 4/21

So I₂ = 4/105, I₄ = 2/77, I₆ = 100/3003 and W = F⁰ − (2/45)F² − (1/33)F⁴ − (50/1287)F⁶.

Reduced integrals remove the denominators. For d, F₂ = F²/49 and F₄ = F⁴/441, with Racah's A = F⁰ − 49F₄ and B = F₂ − 5F₄. Then W = F⁰ − (7/2)F₂ − (63/2)F₄ = A − (7/2)B, since −49 + 35/2 = −63/2. For f, F₂ = F²/225, F₄ = F⁴/1089, F₆ = 25F⁶/184041, where 184041 = 429². Then W = F⁰ − 10F₂ − 33F₄ − 286F₆, which is Racah's E⁰.

Let ν be the number of same-spin electrons (the program calls it k). A given pair of orbitals is occupied in C(N−2, ν−2) of the C(N, ν) determinants, and C(N,2) C(N−2,ν−2)/C(N,ν) = ν(ν−1)/2, so E_av = ν(ν−1)W/2.

**Q.** The mean needs only sum rules. The individual pair terms need actual Gaunt coefficients. Where do they come from?

**A.** From two commutators. C^k_q acts by multiplication, so [l_a, C^k_q] is multiplication by the function l_a C^k_q. Hence Σ_a [l_a,[l_a,C^k_q]] = k(k+1)C^k_q and [l₊, C^k_0] = √(k(k+1)) C^k_1. Both survive projection on the shell, because l_a does not leave it. Expanding the double commutator, any operator T_K of rank K in the shell obeys

Σ_a l_a T_K l_a = [l(l+1) − K(K+1)/2] T_K.  (1)

Let T be diagonal with elements t(m), and let λ_m² = l(l+1) − m(m+1) be the squared element of l₊ from m to m+1. Using l_xTl_x + l_yTl_y = ½(l₊Tl₋ + l₋Tl₊), the left side at m is m²t(m) + ½λ_m² t(m+1) + ½λ_(m−1)² t(m−1). Since l(l+1) = m² + ½λ_m² + ½λ_(m−1)², equation (1) becomes

λ_m²[t(m) − t(m+1)] + λ_(m−1)²[t(m) − t(m−1)] = k(k+1) t(m).

For t(m) = c^k(m,m), which is even in m, the start is c^k(0,0) = N I_k, because |Y_l0|² = (N/4π)P_l². The second commutator between ⟨m+1| and |m⟩ gives

c^k(m+1,m)² = λ_m² [t(m) − t(m+1)]² / (k(k+1)).

For d, λ₀² = 6 and λ₁² = 4. In units of 1/7 for k = 2, t(0) = 2; then 12(2 − t₁) = 12 gives t₁ = 1, and 4(1 − t₂) − 6 = 6 gives t₂ = −2. In units of 1/21 for k = 4, t(0) = 6; 12(6 − t₁) = 120 gives t₁ = −4, and 4(−4 − t₂) − 60 = −80 gives t₂ = 1. The exchange squares for (2,1) are 4·3²/6 = 6 and 4·5²/20 = 5. So

E(2,1) = F⁰ + (−2 − 6)F₂ + (−4 − 5)F₄ = F⁰ − 8F₂ − 9F₄ = A − 8B.

Two same-spin electrons have an antisymmetric orbital state, so the pair momentum L₁₂ is odd: P and F for d², with 3 + 7 = 10 states. The determinant (2,1) has M = 3 and is pure ³F. The trace gives the other term: 3E(³P) = 10W − 7E(³F) = 3A + 21B, so E(³P) = A + 7B. Relative to W these are −4.5B and +10.5B.

For f, λ₀² = 12, λ₁² = 10, λ₂² = 6, and the recurrence at m = 0, 1, 2 gives t(0), t(1), t(2), t(3):

k = 2, unit 1/15: 24(4 − t₁) = 24; 10(3 − t₂) − 12 = 18; 6(0 − t₃) − 30 = 0; t = 4, 3, 0, −5
k = 4, unit 1/33: 24(6 − t₁) = 120; 10(1 − t₂) − 60 = 20; 6(−7 − t₃) − 80 = −140; t = 6, 1, −7, 3
k = 6, unit 5/429: 24(20 − t₁) = 840; 10(−15 − t₂) − 420 = −630; 6(6 − t₃) + 210 = 252; t = 20, −15, 6, −1

The exchange squares are 6·25/6 = 25, 6·100/20 = 30, 6·49/42 = 7 for (3,2), and 10·9/6 = 15, 10·64/20 = 32, 10·441/42 = 105 for (2,1). Therefore

E(3,2) = F⁰ − 25F₂ − (21+30)F₄ − (6+7)F₆ = F⁰ − 25F₂ − 51F₄ − 13F₆
E(2,1) = F⁰ − 15F₂ − (7+32)F₄ − (90+105)F₆ = F⁰ − 15F₂ − 39F₄ − 195F₆

The triplets of f² are P, F, H, with 3 + 7 + 11 = 21 states. The determinant (3,2) has M = 5 and is pure ³H. Lower it with L₋ = l₋(1) + l₋(2). The step 3→2 would doubly occupy m = 2 and vanishes, so the M = 4 member of H is (3,1). One more step gives √6 (2,1) + √12 (3,0), of squared norm 18. The M = 3 space is spanned by (2,1) and (3,0) and holds one H and one F state, so (2,1) has H weight 6/18 = 1/3 and F weight 2/3. The Hamiltonian does not connect different L, so E(2,1) = E(³H)/3 + 2E(³F)/3, and

E(³F) = [3E(2,1) − E(³H)]/2 = F⁰ − 10F₂ − 33F₄ − 286F₆ = E⁰.

With E³ = (5F₂ + 6F₄ − 91F₆)/3, E(³H) − E⁰ = −15F₂ − 18F₄ + 273F₆ = −9E³. The trace 3E(³P) + 7E(³F) + 11E(³H) = 21E⁰ gives 3[E(³P) − E⁰] = 99E³, so E(³P) = E⁰ + 33E³. That ³F sits exactly at the mean holds for each F^k separately, and it is why one parameter describes three terms. The program obtains all these pair energies from Gaunt coefficients computed by quadrature, with randomised F^k, and tests them.

**Q.** That is two electrons. How does one get to ν electrons without coefficients of fractional parentage?

**A.** On same-spin determinants only the action of the repulsion on antisymmetric pairs matters, so it may be replaced by any pair operator with the same eigenvalues on odd L₁₂. From (l₁ + l₂)² one has l₁·l₂ = L₁₂(L₁₂+1)/2 − l(l+1). For d this is −5 on P and 0 on F. Two levels can always be fitted by a line:

v_d = A − 8B − 3B l₁·l₂,

which gives A + 7B and A − 8B. For f, l₁·l₂ = −11, −6, +3 on P, F, H, and −3 l₁·l₂ = 33, 18, −9 is right for P and H and too high by 18 for F. With P_F the projector on L₁₂ = 3,

v_f = E⁰ − 3E³ l₁·l₂ − 18E³ P_F.

Squaring the total **L** = Σ l_i, and writing 𝐋² for the operator with eigenvalue L(L+1), Σ_(i<j) l_i·l_j = [𝐋² − ν l(l+1)]/2. For d,

H = ½ν(ν−1)(A − 8B) − (3/2)B[𝐋² − 6ν].

Subtract E_av = ½ν(ν−1)(A − 7B/2). The constant is −(9/4)ν(ν−1)B + 9νB = (9/4)ν(5−ν)B, so

H − E_av = −(3/2)B[𝐋² − (3/2)ν(5−ν)].  (2)

For f,

H − E_av = −(3/2)E³[𝐋² − 12ν] − 18E³ Σ_(i<j) P_F(ij).  (3)

Both are operator identities in the maximum-spin space and are tested as matrix identities.

For n > N the maximum-spin states have a full up shell and ν = n − N down electrons. The full shell has L = 0 and a spherical density. It meets a down electron through the direct term only, which is N F⁰ whatever the orbital. So it adds a constant that cancels in H − E_av, and lⁿ repeats the open channel of l^(n−N). The program runs over all n from 1 to 2N and tests the Hund energies there too.

**Q.** Equation (2) has L(L+1) with coefficient 3/2, not L² with coefficient 1/2. So for d the Brooks form is simply wrong?

**A.** It is not an identity, but along the Hund series the constant in (2) is itself a function of L. For B > 0 the lowest state has the largest L. Filling m = l, l−1, … with ν electrons gives L = νl − ν(ν−1)/2 = ν(N−ν)/2. For d, (3/2)ν(5−ν) = 3L, and

E_Hund − E_av = −(3/2)B[L(L+1) − 3L] = −(3/2)B L(L−2).

The Hund values of L are 2, 3, 3, 2, 0 for ν = 1 to 5, and the energies are 0, −4.5, −4.5, 0, 0 in units of B. Setting (3/2)L(L−2) = L²/2 gives L = 0 or 3L − 6 = L, that is L = 3. So −B L²/2 is exact for d², d³, d⁷, d⁸ and for the closed channels. For L = 2 (d¹, d⁴, d⁶, d⁹) it gives −2B where the exact value is zero. The zero is no accident: one electron has nothing in its channel to repel, and all five states are degenerate. This is the derivation for d: the coefficient 1/2 is the one for which −cL²B passes through the only non-zero Hund energy, 4.5/3² = 1/2.

**Q.** And for f, where the projector spoils the closed form?

**A.** The state with M_S = S and the largest M_L is a single determinant, the only one with those quantum numbers. H conserves them, so this determinant is an exact eigenstate within the shell, with L = M_L. Its energy is the sum of pair expectation values, which is also its Hartree-Fock energy: in this model HF is exact for the Hund state. The F weights of the pairs are known from the lowering above: (3,2) and (3,1) have M = 5 and 4, above the range of L₁₂ = 3, so weight 0, and (2,1) has 2/3. Equation (3) gives

ν = 1, L = 3: −(3/2)(12 − 12) = 0
ν = 2, L = 5: −(3/2)(30 − 24) = −9
ν = 3, L = 6: −(3/2)(42 − 36) − 18·(2/3) = −21

in units of E³. For ν = 4 to 7 use holes. Let u(m,m′) = E(m,m′) − W for m ≠ m′ and u(m,m) = 0. A determinant with occupations n_m has E − E_av = ½Σ n_m n_m′ u(m,m′). The sum Σ_m′ E(m,m′) is the diagonal element of the HF field of a full same-spin shell. That field is rotationally invariant, so by Schur's lemma the sum does not depend on m, and its mean is (N−1)W. Hence Σ_m′ u(m,m′) = 0. Putting n_m = 1 − h_m, the constant and linear terms vanish and E − E_av = ½Σ h_m h_m′ u(m,m′). The holes of the ν-electron Hund determinant sit at m = −3, −2, …, and u is unchanged by m → −m, so ν and 7 − ν have the same value.

The series for ν = 1 to 7 is 0, −9, −21, −21, −9, 0, 0, with L = 3, 5, 6, 6, 5, 3, 0. That this state is the lowest of the maximum-spin space is not evident from (3). The program tests it by diagonalisation, with degeneracy 2L+1; since (3) is E³ times a fixed matrix, one parameter set with E³ > 0 settles it.

The Brooks values are −4.5, −12.5, −18. None is exact. The error is −4.5E³ at L = 3, −3.5E³ at L = 5 (39% of the exact value) and +3E³ at L = 6 (14% of the exact value). The 1/2 appears as a fit. Minimising Σ(e + cL²)² over the series with equal weights, where e is the exact energy in units of E³, gives c = −Σ eL² / Σ L⁴. Each L occurs equally often, so

c = (9·25 + 21·36)/(81 + 625 + 1296) = 981/2002 = 0.490.

The same fit for d gives (4.5·9)/(16 + 81) = 81/194 = 0.418. So the factor 1/2 is close to the equal-weight least-squares slope for f and is a one-point match for d, and the correct statement is that the Brooks form interpolates Hund energies.

**Q.** If it interpolates along the series, may I use it to estimate the distance between two terms of one ion?

**A.** No. At fixed ν the constant in (2) is fixed and the slope is (3/2)B per unit of L(L+1). For d², ³P − ³F = 10.5B + 4.5B = 15B, while the Brooks form gives (9 − 1)B/2 = 4B. For f³ the quartets S, D, F, G, I lie at 0, 33, 0, 12, −21 in units of E³, from diagonalisation; their weighted sum 5·33 + 9·12 − 13·21 is zero, as it must be. The order is not monotonic in L. Each L occurs once, so Σ P_F has a sharp value in each term, and (3) read backwards gives 3 for S, 2 for F and 2/3 for D, G and I, the last three following −(3/2)L(L+1) + 42. Racah's classification by the group G₂ expresses this as −3E³[L(L+1)/2 − g], where g = 0, 6, 14 for the representations (00), (10), (20), which hold S, F and the set D, G, I respectively, and the program tests the five values against that form. The gap D − I is 54E³, against (36 − 4)/2 = 16E³ from the Brooks form.

**Q.** In practice the term is used in metals, with L replaced by a small fractional ⟨L_z⟩. A fit through integer fillings says nothing about that. Is there any basis for a quadratic law there?

**A.** There is, in Hartree-Fock mean-field theory. Let ρ be the N×N density matrix of one spin channel on the site, not necessarily idempotent. The HF energy is

E[ρ] = ½ Σ (⟨ab|v|cd⟩ − ⟨ab|v|dc⟩) ρ_ca ρ_db.

Only antisymmetrised elements enter, so the pair operators above may be used. For v = 1 this is ½[(Tr ρ)² − Tr ρ²], and for v = l₁·l₂ it is ½Σ_a[(Tr ρl_a)² − Tr(ρl_aρl_a)]. Split ρ = Σ_K ρ_K into ranks K = 0 to 2l, orthogonal under the trace, with ‖ρ_K‖² = Tr ρ_K². E is a rotationally invariant quadratic form and each rank occurs once, so by Schur's lemma it has no cross terms. Writing v = W + (v − W),

E[ρ] = (W/2)[(Tr ρ)² − Tr ρ²] + Σ_K c_K ‖ρ_K‖².  (4)

For d, v − W = −(9/2)B − 3B l₁·l₂. Insert a unit-norm T_K with K ≥ 1. Its trace is zero, so the constant gives +(9/4)B. The exchange part of l₁·l₂ gives +(3/2)B[6 − K(K+1)/2] by (1). The direct part survives only for K = 1, where T = l_z/√10 because Tr l_z² = 10, and (Tr T l_z)² = 10 gives −15B. So

c_K/B = 9/4 + (3/2)[6 − K(K+1)/2] − 15δ_K1 = −5.25, 6.75, 2.25, −3.75 for K = 1, 2, 3, 4.

For K = 0, T = 1/√5 has (Tr T)² = 5, and c₀ = −(9/4)(5 − 1)B + 9B = 0.

The orbital moment lives in rank 1 alone, since Tr(ρ_K l_z) = 0 for K ≠ 1. Take ρ = ρ₀·1 + x l_z, so that M = ⟨L_z⟩ = x Tr l_z². There is no term linear in x, and the quadratic term is

E₂ = ½x² Σ m m′ E(m,m′) = x² Tr_A(l_z1 l_z2 v),

where Tr_A runs over antisymmetric pairs, on which each determinant (m,m′) has l_z1 l_z2 = mm′. The trace is the same for the x, y and z axes, so l_z1l_z2 may be replaced by l₁·l₂/3:

E₂ = (x²/3) Σ_(L₁₂) (2L₁₂+1)(l₁·l₂) E(L₁₂).

For d only P contributes, since l₁·l₂ = 0 on F: E₂ = −5x²(W + 21B/2). With x = M/10,

E₂ = −[W/20 + (21/40)B] M².

The check against c₁ is −5.25/10 = −0.525. For f the weights (2L₁₂+1)(l₁·l₂)/3 are −11, −14, +11. The W part is −14W and the E³ part is −11·33 − 11·9 = −462. With Tr l_z² = 28 and x² = M²/784,

E₂ = −[W/56 + (33/56)E³] M².

So HF does give a quadratic law, exact within the functional for a pure rank-1 distortion, with Racah coefficients 21/40 = 0.525 and 33/56 = 0.589. The Brooks 1/2 is smaller than these by about 5% and 15% of the HF value. The program tests both formulas with the full Coulomb tensor and a random axis. The other f coefficients follow from c_K = Σ_(m<m′) t_K(m)t_K(m′)u(m,m′), which is the last sum in (4) evaluated on the unit-norm diagonal T_K, and are computed numerically as −16.5, 16.5, 0, 6, 4.5, −10.5 in units of E³ for K = 1 to 6; the first agrees with −(33/56)·28.

**Q.** Does c_K need a separate term in W from the diagonal m = m′?

**A.** No. For diagonal ρ the antisymmetrised element of v − W between (m,m′) and itself is u(m,m′), which is zero at m = m′ because both E(m,m) and the antisymmetrised unit operator vanish there. So c_K = Σ_(m<m′) t_K(m)t_K(m′)u(m,m′) as it stands, with t_K(m) the unit-norm diagonal of T_K. All dependence on W is in the first term of (4).

**Q.** Should M be the total orbital moment or that of each spin?

So far, the Brooks form has been shown to interpolate the Hund energies rather than reproduce them as an identity, while Hartree-Fock theory gives a quadratic law for a pure rank-1 distortion, with coefficients near 1/2 and an additional W term. It remains to settle which moment M denotes, to reconcile this law with the exact Hund energies, and to examine quenched states and real ions.
